# Partial Waves of the Yukawa Potential and Born Phase Shifts

## Problem

A particle of reduced mass $m$ is scattered by the Yukawa potential
$$V(r)=g\,\frac{e^{-\mu r}}{r},\qquad \mu>0 .$$
The coupling $g$ is positive for repulsion and negative for attraction. For two wave numbers $k,k'>0$ define the partial-wave matrix element
$$V_l(k',k)=\int_0^\infty j_l(k'r)\,V(r)\,j_l(kr)\,r^2\,dr ,$$
where $j_l$ is the spherical Bessel function. The Legendre function of the second kind is, for $z>1$,
$$Q_l(z)=\frac12\int_{-1}^{1}\frac{P_l(x)}{z-x}\,dx .$$

1. Compute the potential in momentum space, project it on $P_l$, and express $V_l(k',k)$ through $Q_l$.
2. Find the phase shift $\delta_l$ to first order in $g$.
3. At fixed $k$, how fast do these Born phase shifts fall as $l$ grows? Give a strict bound and the leading form for large $l$.
4. Find the rate of fall for $k\gg\mu$ and for $k\ll\mu$, and interpret both.
5. Evaluate the results for $\hbar=m=\mu=1$, $g=-0.5$, $k=2$.

## Hints

**Hint 1.** The Fourier transform depends on the directions of the momenta only through the cosine $x$ of the angle between them. Expand the plane waves in spherical waves and compare.

**Hint 2.** Multiply the free radial equation by the full solution and the full equation by the free solution, then subtract. The left side is a total derivative.

**Hint 3.** $P_l(x)$ changes sign, which hides the size of $Q_l$. Use the Rodrigues formula and integrate by parts until the integrand is positive. It then contains the $l$-th power of a fixed function, and the maximum of that function sets the rate.

**Hint 4.** Write the argument of $Q_l$ as $\cosh\alpha$.

## Solution

### 1. Projection

Let $\mathbf q=\mathbf k'-\mathbf k$. Taking the polar axis along $\mathbf q$, the angular integral gives $4\pi\sin(qr)/(qr)$, so
$$\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r=\frac{4\pi g}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr=\frac{4\pi g}{q}\,\mathrm{Im}\,\frac{1}{\mu-iq}=\frac{4\pi g}{q^2+\mu^2}.$$
Here $q^2=k^2+k'^2-2kk'x$.

The same integral can be written with the expansions
$$e^{i\mathbf k\cdot\mathbf r}=\sum_l i^l(2l+1)j_l(kr)P_l(\hat{\mathbf k}\cdot\hat{\mathbf r}),\qquad e^{-i\mathbf k'\cdot\mathbf r}=\sum_{l'}(-i)^{l'}(2l'+1)j_{l'}(k'r)P_{l'}(\hat{\mathbf k}'\cdot\hat{\mathbf r}).$$
The integral over the directions of $\mathbf r$ is
$$\int P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})P_{l'}(\hat{\mathbf k}'\cdot\hat{\mathbf r})\,d\Omega_r=\frac{4\pi}{2l+1}\,\delta_{ll'}P_l(x).$$
The phases combine to $i^l(-i)^l=1$, and one factor $2l+1$ cancels. Hence
$$\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r=4\pi\sum_l(2l+1)V_l(k',k)P_l(x).$$

Equate the two forms and divide by $4\pi$:
$$\sum_l(2l+1)V_l(k',k)P_l(x)=\frac{g}{k^2+k'^2+\mu^2-2kk'x}.$$
Multiply by $P_n(x)$ and integrate over $x$. Since $\int_{-1}^1P_lP_n\,dx=2\delta_{ln}/(2n+1)$, the left side becomes $2V_n$. Taking $2kk'$ out of the denominator and renaming $n$ as $l$ gives
$$V_l(k',k)=\frac{g}{2kk'}\cdot\frac12\int_{-1}^{1}\frac{P_l(x)}{z-x}\,dx=\frac{g}{2kk'}\,Q_l(z),\qquad z=\frac{k^2+k'^2+\mu^2}{2kk'} .$$
The integral is regular because
$$z-1=\frac{(k-k')^2+\mu^2}{2kk'}>0 .$$

The first two functions are elementary. With $P_0=1$, and with $x/(z-x)=-1+z/(z-x)$ for $P_1=x$,
$$Q_0(z)=\frac12\ln\frac{z+1}{z-1},\qquad Q_1(z)=zQ_0(z)-1 .$$

### 2. Born phase shift

Let $s(r)=kr\,j_l(kr)$ be the free radial function and $u(r)$ the regular full solution. With $U=2mV/\hbar^2$,
$$s''=\Big[\frac{l(l+1)}{r^2}-k^2\Big]s,\qquad u''=\Big[\frac{l(l+1)}{r^2}-k^2+U\Big]u .$$
Let $\theta=kr-l\pi/2$ and normalize $u$ so that at large $r$
$$s\to\sin\theta,\qquad u\to\sin\theta+\tan\delta_l\cos\theta .$$
This is $\sin(\theta+\delta_l)/\cos\delta_l$, so an attractive potential, which pulls the wave inwards, gives $\delta_l>0$ at first order.

Multiplying the second equation by $s$, the first by $u$, and subtracting gives
$$(su'-s'u)'=U\,s\,u .$$
At $r=0$ both functions behave as $r^{l+1}$, so $su'-s'u$ vanishes there. At large $r$,
$$su'-s'u\to k\sin\theta(\cos\theta-\tan\delta_l\sin\theta)-k\cos\theta(\sin\theta+\tan\delta_l\cos\theta)=-k\tan\delta_l .$$
Integration from $0$ to $\infty$ therefore yields
$$\tan\delta_l=-\frac1k\int_0^\infty U\,s\,u\,dr .$$

No approximation has been made so far. The Born approximation replaces $u$ by $s$ under the integral. Since $s^2=k^2r^2j_l^2$,
$$\tan\delta_l\approx-\frac{2mk}{\hbar^2}V_l(k,k).$$
To first order in $g$ the tangent and the angle agree, so the right side is called the Born phase shift $\delta_l^B$. Setting $k'=k$ in part 1,
$$\delta_l^B=-\frac{mg}{\hbar^2k}\,Q_l\!\left(1+\frac{\mu^2}{2k^2}\right).$$

The replacement requires that the potential distort the wave little where the integrand matters. A small $\delta_l^B$ alone does not ensure this: at low energy it is small because of powers of $k$, whatever the strength of $g$.

### 3. The fall with $l$

**A positive integrand.** Insert $P_l=\dfrac{1}{2^l\,l!}\dfrac{d^l}{dx^l}(x^2-1)^l$ in the definition of $Q_l$ and integrate by parts $l$ times. The boundary terms vanish, because derivatives of $(x^2-1)^l$ of order below $l$ are zero at $x=\pm1$, while $1/(z-x)$ is regular there. Each integration gives a factor $-1$, and
$$\frac{d^l}{dx^l}\frac{1}{z-x}=\frac{l!}{(z-x)^{l+1}} .$$
The sign $(-1)^l$ turns $(x^2-1)^l$ into $(1-x^2)^l$, so
$$Q_l(z)=\frac{1}{2^{l+1}}\int_{-1}^{1}\frac{(1-x^2)^l}{(z-x)^{l+1}}\,dx=\int_{-1}^{1}\frac{w(x)^l}{2(z-x)}\,dx,\qquad w(x)=\frac{1-x^2}{2(z-x)} .$$

**The maximum of $w$.** Differentiation gives
$$w'(x)=\frac{-2x(z-x)+1-x^2}{2(z-x)^2}=\frac{x^2-2zx+1}{2(z-x)^2} .$$
With $z=\cosh\alpha$ and $\alpha>0$, the numerator vanishes at $x=e^{\pm\alpha}$, and only $x_0=e^{-\alpha}$ lies in the interval. Since $w$ is zero at both ends and positive between them, this is the maximum. The condition $w'(x_0)=0$ reads $1-x_0^2=2x_0(z-x_0)$, hence
$$w(x_0)=x_0=e^{-\alpha}.$$

**Strict bound.** Everywhere except at $x_0$ we have $w<e^{-\alpha}$. Replacing one factor $w$ in $Q_{l+1}$ by its maximum gives
$$0<Q_{l+1}(z)<e^{-\alpha}Q_l(z),\qquad |\delta_{l+1}^B|<e^{-\alpha}|\delta_l^B| .$$
Repeated use gives $|\delta_l^B|\le e^{-l\alpha}|\delta_0^B|$. On shell, $\cosh\alpha-1=2\sinh^2(\alpha/2)=\mu^2/2k^2$, so
$$\sinh\frac{\alpha}{2}=\frac{\mu}{2k}.$$

The ratios also rise with $l$. The Cauchy–Schwarz inequality, applied to $w^{(l-1)/2}$ and $w^{(l+1)/2}$ with the positive weight $1/[2(z-x)]$, gives $Q_l^2<Q_{l-1}Q_{l+1}$. It is strict because $w$ is not constant. Thus $Q_{l+1}/Q_l>Q_l/Q_{l-1}$.

**Leading form.** For large $l$ the integrand is concentrated near $x_0$. The numerator of $w'$ vanishes at $x_0$, so only its derivative contributes to the curvature:
$$w''(x_0)=\frac{2x_0-2z}{2(z-x_0)^2}=-\frac{1}{z-x_0}=-\frac{1}{\sinh\alpha},$$
where $\cosh\alpha-e^{-\alpha}=\sinh\alpha$ was used. Therefore
$$\ln w(x)\approx-\alpha-\frac{e^{\alpha}}{2\sinh\alpha}(x-x_0)^2 .$$
The slowly varying factor is $1/[2(z-x_0)]=1/(2\sinh\alpha)$. The Gaussian integral then gives
$$Q_l\simeq\frac{e^{-l\alpha}}{2\sinh\alpha}\sqrt{\frac{2\pi\sinh\alpha\,e^{-\alpha}}{l}}=\sqrt{\frac{\pi}{2l\sinh\alpha}}\;e^{-(l+1/2)\alpha}.$$
The corrections are of relative order $1/l$ at fixed $\alpha$, since terms odd in $x-x_0$ integrate to zero. The Born phase shifts thus fall exponentially, with an additional factor $l^{-1/2}$. The ratio of neighbours tends to $e^{-\alpha}$, so the constant in the strict bound cannot be lowered for all $l$.

When $\alpha$ is small, $x_0$ lies at a distance of about $\alpha$ from the end $x=1$, while the Gaussian has width of about $\sqrt{\alpha/l}$. The width must be much smaller than the distance, which requires $l\alpha\gg1$ as well as $l\gg1$.

### 4. Two energy regimes

**High energy, $k\gg\mu$.** From $\sinh(\alpha/2)=\mu/2k$ we get $\alpha\approx\mu/k$, and the exponential factor is
$$e^{-l\alpha}\approx e^{-l\mu/k}=e^{-\mu b},\qquad b=\frac lk .$$
The length $b$ is the classical impact parameter for angular momentum $\hbar l$. The leading form of part 3 requires $l\alpha\gg1$, which here reads $\mu b\gg1$. In that range the phase shift carries the exponential of the potential at the distance where the particle passes, and about $k/\mu$ further partial waves are needed for each factor $e$. For $\mu b\lesssim1$ the leading form does not apply. The strict bound still holds but can lie far above the true value, so the size must be taken from $Q_l$ itself. At $k=50\mu$ and $l=25$, where $\mu b=0.5$, $Q_l=0.908$, while the leading form gives $1.064$ and the bound $e^{-l\alpha}Q_0$ gives $2.79$. The next term in $\alpha$ is $-\mu^3/24k^3$, so replacing $e^{-l\alpha}$ by $e^{-\mu b}$ also requires $l\mu^3/24k^3\ll1$.

**Low energy, $k\ll\mu$.** Now $z\approx\mu^2/2k^2$ is large, and $e^{\alpha}\approx2\cosh\alpha\approx\mu^2/k^2$ gives $e^{-\alpha}\approx k^2/\mu^2$. At fixed $l$ we can replace $z-x$ by $z$ in the positive integral:
$$Q_l\approx\frac{I_l}{(2z)^{l+1}},\qquad I_l=\int_{-1}^1(1-x^2)^l\,dx .$$
One integration by parts gives $I_l=2l\int x^2(1-x^2)^{l-1}dx=2l(I_{l-1}-I_l)$. So $I_l=\frac{2l}{2l+1}I_{l-1}$ with $I_0=2$, and $I_l=2^{l+1}l!/(2l+1)!!$. Hence
$$\delta_l^B\approx-\frac{mg}{\hbar^2k}\,\frac{l!}{(2l+1)!!}\left(\frac{2k^2}{\mu^2}\right)^{l+1}\propto k^{2l+1}.$$
Replacing $z=1+\mu^2/2k^2$ by $\mu^2/2k^2$ changes the result by a factor of about $(1+2k^2/\mu^2)^{l+1}$, so the formula needs $2(l+1)k^2/\mu^2\ll1$. At $k=0.1\mu$ it is too large by 2 % for $l=0$ and by 51 % for $l=20$. The power $k^{2l+1}$ is the threshold law: the centrifugal barrier keeps slow particles with $l>0$ away from the range of the force. The coefficient is only the first-order one. For $g=-0.5$ and $k=0.02$ in the units of part 5, the full $\tan\delta_0$ is 2.2 times the Born value.

**No screening, $\mu\to0$.** On shell $z\to1$ and $\alpha\to0$. Because $P_l(1)=1$, the integral for $Q_l$ diverges logarithmically at $x=1$ for every $l$. The Coulomb potential has no Born phase shift of this kind, since its waves do not approach the free form assumed in part 2.

### 5. Numbers

Lengths are in units of $1/\mu$ and phases in radians. The argument is $z=1+1/8=1.125$. This gives $\alpha=0.4949$ and $e^{-\alpha}=0.6096$, while the high-energy estimate $\mu/k$ is $0.5$. The prefactor is $-mg/\hbar^2k=0.5/2=0.25$. Then
$$Q_0=\tfrac12\ln\frac{2.125}{0.125}=1.4166,\qquad Q_1=1.125\times1.4166-1=0.5937,$$
$$\delta_0^B=0.25\times1.4166=0.3542,\qquad \delta_1^B=0.25\times0.5937=0.1484 .$$

Further values, with the leading form of part 3 beside them, are:

| $l$ | $\delta_l^B$ | leading form |
|---|---|---|
| 4 | $2.105\times10^{-2}$ | $2.353\times10^{-2}$ |
| 10 | $7.276\times10^{-4}$ | $7.638\times10^{-4}$ |
| 20 | $3.733\times10^{-6}$ | $3.828\times10^{-6}$ |

Relative to the Born value, the leading form is too large by 5.0 % at $l=10$ and by 2.5 % at $l=20$. The error halves when $l$ doubles, as a $1/l$ correction should.

The ratio $\delta_{l+1}^B/\delta_l^B$ is 0.419 at $l=0$, 0.556 at $l=4$ and 0.595 at $l=19$. It rises towards 0.610 and stays below it. At $l=19$ the factor $l^{-1/2}$ alone gives $0.6096\sqrt{19/20}=0.594$, slightly below the true ratio $0.595$. It accounts for a little more than the whole gap, and the $1/l$ correction takes back the small excess.

The bound $e^{-l\alpha}\delta_0^B$ is not an estimate. At $l=10$ it equals $2.5\times10^{-3}$, more than three times the Born value.

The full radial equation, integrated numerically, shows how good the Born values are for this coupling. The excess of the full $\tan\delta_l$ over $\delta_l^B$, relative to $\delta_l^B$, is 11.7 % for $l=0$, 2.8 % for $l=2$, 0.97 % for $l=4$ and 0.13 % for $l=8$. For $l=0$ part of this is the difference between tangent and angle: the full phase $\delta_0=0.377$ exceeds $\delta_0^B$ by only 6.4 %. For $l=4$ and $l=8$ the two measures nearly agree. A plausible reason is that the centrifugal barrier confines high partial waves to the weak tail of the potential. That is an interpretation of these numbers, not a proof for general $g$ and $k$.

## Variation 1: different wave numbers

*How does $V_l(k',k)$ fall with $l$ when $k'\ne k$, and what remains of the fall as $\mu\to0$?*

Part 3 used only $z>1$, so the bound and the leading form hold with
$$\cosh\alpha=\frac{k^2+k'^2+\mu^2}{2kk'} .$$
For $\mu\to0$ and $k'>k$ this becomes $\cosh\alpha=\frac12(k'/k+k/k')$, so $e^{-\alpha}=k/k'$. The off-shell Coulomb element still falls exponentially. The mismatch of the wave numbers now plays the part of the screening, and the fall is lost as $k'\to k$.

For $k=2$, $k'=3$ and $\mu=1$, $z=14/12=1.1667$ and
$$e^{-\alpha}=z-\sqrt{z^2-1}=0.566 .$$
The lowest element is
$$V_0=\frac{-0.5}{12}\cdot\frac12\ln\frac{2.1667}{0.1667}=-0.0534$$
in units of $\hbar^2/(m\mu)$. Direct radial integration gives the same value. From $l=2$ to $l=5$ the element drops from $-0.00946$ to $-0.00120$, an average factor of 0.503 per step, below 0.566 as required.

## Variation 2: the Born cross section

*Sum the partial waves to obtain the Born amplitude and total cross section. How fast does the sum for the cross section converge?*

To first order in $g$ the amplitude is $f_B=\frac1k\sum_l(2l+1)\delta_l^BP_l(\cos\vartheta)$, where $\vartheta$ is the scattering angle. Insert $\delta_l^B=-(2mk/\hbar^2)V_l(k,k)$ and use the sum from part 1:
$$f_B=-\frac{2mg}{\hbar^2}\,\frac{1}{q^2+\mu^2},\qquad q^2=2k^2(1-\cos\vartheta).$$
In the example at $60^\circ$, $q^2=4$ and $f_B=1/(4+1)=0.200$ in units of $1/\mu$.

For the cross section use $d\Omega=2\pi\,d(\cos\vartheta)$ and, in magnitude, $d(\cos\vartheta)=dq^2/2k^2$:
$$\sigma_B=\Big(\frac{2mg}{\hbar^2}\Big)^2\frac{\pi}{k^2}\int_0^{4k^2}\frac{dt}{(t+\mu^2)^2}=\Big(\frac{2mg}{\hbar^2}\Big)^2\frac{4\pi}{\mu^2(\mu^2+4k^2)} .$$
The integral equals $1/\mu^2-1/(\mu^2+4k^2)=4k^2/[\mu^2(\mu^2+4k^2)]$. The example gives $\sigma_B=4\pi/17=0.739$ in units of $1/\mu^2$.

Orthogonality of the $P_l$ gives the same quantity as a sum,
$$\sigma_B=\frac{4\pi}{k^2}\sum_l(2l+1)(\delta_l^B)^2 .$$
In its terms the factor $2l+1$ cancels the $1/l$ from the squared prefactor, so for large $l$ they fall as $e^{-2\alpha l}$ with a constant coefficient. The waves $l=0$ to $4$ give 98.97 % of $\sigma_B$, and $l=0$ to $8$ give 99.98 %. The missing part shrinks from 1.03 % to 0.020 %, a factor of about 0.020. The leading form predicts $e^{-8\alpha}=0.019$ for these four extra waves.

The real amplitude $f_B$ cannot satisfy the optical theorem with $\sigma_B>0$. The imaginary part of the forward amplitude is of second order in $g$, beyond the order kept here.

## Values computed for the example and the checks

```
Units: hbar = m = mu = 1; phases in rad
g = -0.5, k = 2.0 mu, off-shell k' = 3.0 mu
on-shell z = 1.125000, off-shell z = 1.166667
alpha = 0.494933, exp(-alpha) = 0.609612
sinh(alpha) = 0.515388
off-shell V_l(k',k) [hbar^2/(m mu)]: radial integral, Q_l formula
 l=0: -0.05343644 -0.05343644
 l=1: -0.02067585 -0.02067585
 l=2: -0.00946452 -0.00946452
 l=5: -0.00120330 -0.00120330
on shell: l, Q_l, Born phase, Laplace estimate of phase
  0 1.416607e+00 3.541517e-01 none
  1 5.936825e-01 1.484206e-01 2.0774e-01
  2 2.935359e-01 7.338397e-02 8.9547e-02
  3 1.545915e-01 3.864787e-02 4.4572e-02
  4 8.420002e-02 2.105001e-02 2.3531e-02
  6 2.642405e-02 6.606013e-03 7.1401e-03
  8 8.658359e-03 2.164590e-03 2.2980e-03
 10 2.910361e-03 7.275902e-04 7.6382e-04
 20 1.493308e-05 3.733271e-06 3.8284e-06
ratio of Born phases, l+1 to l
 l= 0: 0.419088
 l= 1: 0.494432
 l= 4: 0.556198
 l= 9: 0.581235
 l=19: 0.594933
full equation: l, tan(delta), delta, tan(delta)/Born - 1 in %
 0 3.957443e-01 3.768323e-01 11.744
 2 7.542030e-02 7.527778e-02 2.775
 4 2.125382e-02 2.125062e-02 0.968
 6 6.629667e-03 6.629570e-03 0.358
 8 2.167501e-03 2.167497e-03 0.134
decay constant: k/mu, alpha, mu/k, exp(-alpha), (k/mu)^2
  0.1 4.62488 10.00000 0.009805 0.0100
  0.5 1.76275 2.00000 0.171573 0.2500
  1.0 0.96242 1.00000 0.381966 1.0000
  2.0 0.49493 0.50000 0.609612 4.0000
 10.0 0.09996 0.10000 0.904875 100.0000
Born amplitude at 60 degrees = 0.200000 1/mu
 its partial-wave sum = 0.200000 1/mu
Born cross section = 0.739198 1/mu^2
share of cross section from waves 0..L, in %
 L=0: 53.3049
 L=1: 81.3915
 L=2: 92.8351
 L=4: 98.9736
 L=8: 99.9798
```
